# Seminumerical Exact Exchange for Silane and Its Grid Error: a numerical check

```python
"""Seminumerical exchange for silane, tested against four-center integrals.

Result under test:
  K_mn = sum_ls (ml|ns) P_ls
       ~ sym sum_g w_g phi_m(r_g) sum_s A_ns(r_g) F_s(r_g),
  F = P phi,  A_ns(r) = integral phi_n(r') phi_s(r') / |r-r'| dr',
  E_x = -Tr(P K)/4 for a closed shell.
P: spin-summed density matrix; phi: real Gaussian basis functions;
r_g, w_g: points and weights of an atom-centered grid; S: overlap matrix.
Atomic units are used internally; lengths given to the molecule are angstrom.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.spatial.distance import cdist
from scipy.spatial.transform import Rotation
from pyscf import gto, scf, dft, mp, ao2mo, lib

lib.num_threads(1)
EV = const.physical_constants["Hartree energy in eV"][0]
MEV = 1000.0 * EV
BOHR_ANGSTROM = const.physical_constants["Bohr radius"][0] * 1e10
BOND, STRETCHED = 1.48, 1.68


def silane(bond=BOND, first_bond=None, rotation=None, basis="def2-svp",
           probe=None):
    directions = np.array([[1, 1, 1], [-1, -1, 1],
                           [-1, 1, -1], [1, -1, -1]]) / np.sqrt(3.0)
    lengths = np.full(4, bond)
    if first_bond is not None:
        lengths[0] = first_bond
    hydrogens = directions * lengths[:, None]
    if rotation is not None:
        hydrogens = rotation.apply(hydrogens)
    atoms = [["Si", (0.0, 0.0, 0.0)]]
    atoms += [["H", tuple(float(c) for c in h)] for h in hydrogens]
    if probe is not None:
        atoms.append(["H", tuple(float(c) for c in probe)])
    return gto.M(atom=atoms, basis=basis, unit="Angstrom", verbose=0,
                 spin=0 if probe is None else 1)


def hartree_fock(mol, relativistic=False):
    mf = scf.RHF(mol)
    if relativistic:
        mf = mf.sfx2c1e()
    mf.conv_tol = 1e-11
    mf.conv_tol_grad = 1e-7
    mf.kernel()
    assert mf.converged
    return mf


def four_center(mol):
    return ao2mo.restore(1, mol.intor("int2e", aosym="s8"), mol.nao)


def exchange_from_eri(eri, P):
    return np.einsum("mlns,ls->mn", eri, P, optimize=True)


def make_grid(mol, n_radial, n_angular):
    grid = dft.gen_grid.Grids(mol)
    grid.atom_grid = (n_radial, n_angular)
    grid.prune = None
    grid.build(with_non0tab=False)
    return grid.coords, grid.weights


def screened_grid(mol, n_radial, n_angular):
    """Drop points whose weighted basis-function products are negligible."""
    coords, weights = make_grid(mol, n_radial, n_angular)
    phi = mol.eval_gto("GTOval_sph", coords)
    keep = weights * np.max(phi**2, axis=1) > 1e-12
    return (np.ascontiguousarray(coords[keep]), weights[keep],
            np.ascontiguousarray(phi[keep]))


def potential_matrices(mol, coords):
    return mol.intor("int1e_grids", grids=coords)


def symmetric(M):
    return 0.5 * (M + M.T)


def exchange_energy(P, K):
    return -0.25 * np.sum(P * K)


def seminumerical(mol, P, n_radial, n_angular):
    coords, w, phi = screened_grid(mol, n_radial, n_angular)
    F = phi @ P
    G = np.empty_like(F)
    for start in range(0, len(w), 1000):
        part = slice(start, start + 1000)
        A = potential_matrices(mol, coords[part])
        G[part] = np.einsum("gns,gs->gn", A, F[part])
    K_raw = phi.T @ (w[:, None] * G)
    S_grid = phi.T @ (w[:, None] * phi)
    K_fit = mol.intor("int1e_ovlp") @ np.linalg.solve(S_grid, K_raw)
    return {"K": symmetric(K_raw), "K_fit": symmetric(K_fit),
            "points": len(w),
            "electrons": w @ np.sum(phi * F, axis=1),
            "density_max": np.max(-0.25 * np.sum(F * G, axis=1))}


# Reference calculation with analytic four-center integrals
mol = silane()
mf = hartree_fock(mol)
P = np.asarray(mf.make_rdm1())
S = mol.intor("int1e_ovlp")
eri = four_center(mol)
K_exact = exchange_from_eri(eri, P)
Ex_exact = exchange_energy(P, K_exact)
n = mol.nao
n_pairs = n * (n + 1) // 2
print(f"Si-H length: {BOND/10:.3f} nm; basis functions: {n}")
print(f"RHF/def2-SVP total energy: {mf.e_tot:.8f} hartree")
print(f"Analytic exchange energy: {Ex_exact:.8f} hartree")
print(f"Analytic exchange energy, converted: {Ex_exact*EV:.4f} eV")

# Potential integrals by direct quadrature, with a grid center at the pole
probe = np.array([0.9, 0.5, -0.3])
probe_bohr = probe / BOHR_ANGSTROM
coords, weights = make_grid(silane(probe=probe), 60, 434)
used = weights > 0
coords, weights = coords[used], weights[used]
phi_probe = mol.eval_gto("GTOval_sph", coords)
inverse_distance = 1.0 / np.linalg.norm(coords - probe_bohr, axis=1)
A_direct = phi_probe.T @ ((weights * inverse_distance)[:, None] * phi_probe)
A_analytic = potential_matrices(mol, probe_bohr[None, :])[0]
A_error = np.max(np.abs(A_direct - A_analytic))
# The tolerance allows for the finite quadrature around six centers.
assert A_error < 5e-4
print(f"Potential integrals, largest value: {np.max(A_analytic):.5f} 1/bohr")
print(f"Potential integrals, quadrature mismatch: {A_error:.2e} 1/bohr")

# Error against grid size
print("Grid errors: radial x angular per atom; kept points; dE_x (meV);")
print("  max |dK| (meV); electron-count error; overlap-fitted dE_x (meV)")
results = {}
for size in [(15, 26), (20, 50), (25, 110), (30, 194), (30, 50), (20, 110)]:
    r = seminumerical(mol, P, *size)
    r["error"] = exchange_energy(P, r["K"]) - Ex_exact
    r["fit_error"] = exchange_energy(P, r["K_fit"]) - Ex_exact
    r["K_error"] = np.max(np.abs(r["K"] - K_exact))
    results[size] = r
    print(f"  {size[0]:2d} x {size[1]:3d}; {r['points']:5d}; "
          f"{r['error']*MEV:.4f}; {r['K_error']*MEV:.4f}; "
          f"{r['electrons']-mol.nelectron:.2e}; {r['fit_error']*MEV:.4f}")
    assert r["density_max"] < 1e-12
finest, coarsest = results[(30, 194)], results[(15, 26)]
# The bounds allow for the remaining error of a moderate molecular grid.
assert abs(finest["error"]) < 1e-3
assert abs(finest["fit_error"]) < 1e-3
assert finest["K_error"] < coarsest["K_error"] / 5

# Both electrons on the same grid, coincident pairs omitted
WORK = (20, 50)
coords, w, phi = screened_grid(mol, *WORK)
F = phi @ P
Ex_double = 0.0
for start in range(0, len(w), 500):
    part = slice(start, start + 500)
    distance = cdist(coords[part], coords)
    inverse = np.where(distance > 1e-8, 1 / np.maximum(distance, 1e-8), 0)
    gamma = F[part] @ phi.T
    Ex_double -= 0.25 * w[part] @ ((gamma**2 * inverse) @ w)
double_error = Ex_double - Ex_exact
assert abs(double_error) > 3 * abs(results[WORK]["error"])
print(f"Both electrons on 20 x 50 grid, dE_x: {double_error*MEV:.2f} meV")
print(f"Unique four-center integrals: {n_pairs*(n_pairs+1)//2}")
print(f"Potential integrals on 20 x 50 grid: {len(w)*n_pairs}")

# Derivative consistency of plain and overlap-fitted exchange
A_store = potential_matrices(mol, coords)
fit_matrix = S @ np.linalg.inv(phi.T @ (w[:, None] * phi))


def raw_grid_exchange(density):
    G = np.einsum("gns,gs->gn", A_store, phi @ density)
    return phi.T @ (w[:, None] * G)


direction = symmetric(np.random.default_rng(7).normal(size=(n, n)))
direction /= np.linalg.norm(direction)
step = 0.1
K_plus = raw_grid_exchange(P + step * direction)
K_minus = raw_grid_exchange(P - step * direction)
K_here = raw_grid_exchange(P)
mismatch = []
for T in (np.eye(n), fit_matrix):
    slope = (exchange_energy(P + step * direction, T @ K_plus)
             - exchange_energy(P - step * direction, T @ K_minus)) / (2*step)
    predicted = -0.5 * np.sum(direction * symmetric(T @ K_here))
    mismatch.append(abs(slope - predicted))
assert mismatch[0] < 1e-8
assert mismatch[1] > 1e-6
print(f"Derivative mismatch, plain: {mismatch[0]:.2e} hartree")
print(f"Derivative mismatch, overlap-fitted: {mismatch[1]:.2e} hartree")

# Self-consistent response to a fraction of the exchange-matrix error
h_core = mf.get_hcore()
n_occ = mol.nelectron // 2


def energy_and_fock(density, fraction):
    J = np.einsum("mnls,ls->mn", eri, density, optimize=True)
    K = exchange_from_eri(eri, density)
    if fraction:
        K = K + fraction * (symmetric(raw_grid_exchange(density)) - K)
    energy = (np.sum(density * h_core) + 0.5 * np.sum(density * J)
              + exchange_energy(density, K) + mol.energy_nuc())
    return energy, h_core + J - 0.5 * K


def relaxed_energy(fraction):
    density = P.copy()
    for _ in range(100):
        _, fock = energy_and_fock(density, fraction)
        _, C = eigh(fock, S)
        new = 2 * C[:, :n_occ] @ C[:, :n_occ].T
        change = np.max(np.abs(new - density))
        density = new
        if change < 1e-9:
            return energy_and_fock(density, fraction)[0]
    raise AssertionError("self-consistent iteration did not converge")


E_unrelaxed = energy_and_fock(P, 0.0)[0]
assert abs(E_unrelaxed - mf.e_tot) < 1e-8
E_full = relaxed_energy(1.0)
relax_full = E_full - energy_and_fock(P, 1.0)[0]
relax_half = relaxed_energy(0.5) - energy_and_fock(P, 0.5)[0]
assert relax_full < 0 and relax_half < 0
assert abs(relax_full / relax_half - 4) < 0.4
print(f"Self-consistent total-energy shift, 20 x 50: "
      f"{(E_full-mf.e_tot)*MEV:.5f} meV")
print(f"Orbital relaxation, full matrix error: {relax_full*MEV:.6f} meV")
print(f"Orbital relaxation, half matrix error: {relax_half*MEV:.6f} meV")
print(f"Relaxation ratio, full/half: {relax_full/relax_half:.4f}")


def geometry_error(molecule, mean_field):
    density = np.asarray(mean_field.make_rdm1())
    exact = exchange_from_eri(four_center(molecule), density)
    approximate = seminumerical(molecule, density, *WORK)["K"]
    return exchange_energy(density, approximate - exact)


# Dependence on molecular orientation
orientation_errors = [results[WORK]["error"]]
for vector in ([0.3, 0.5, 0.2], [-0.4, 0.2, 0.7]):
    turned = silane(rotation=Rotation.from_rotvec(vector))
    turned_mf = hartree_fock(turned)
    assert abs(turned_mf.e_tot - mf.e_tot) < 1e-8
    orientation_errors.append(geometry_error(turned, turned_mf))
    print(f"Rotation vector {vector} rad, 20 x 50 dE_x: "
          f"{orientation_errors[-1]*MEV:.4f} meV")
spread = np.ptp(orientation_errors)
assert spread > 1e-6
print(f"Spread over three orientations: {spread*MEV:.4f} meV")

# One-bond stretch and effects outside the reference model
long_mol = silane(first_bond=STRETCHED)
long_mf = hartree_fock(long_mol)
long_error = geometry_error(long_mol, long_mf)
print(f"One Si-H bond stretched to: {STRETCHED/10:.3f} nm")
print(f"RHF stretch energy: {(long_mf.e_tot-mf.e_tot)*EV:.5f} eV")
print(f"Stretched geometry, 20 x 50 dE_x: {long_error*MEV:.4f} meV")
print(f"Grid error in stretch energy: "
      f"{(long_error-results[WORK]['error'])*MEV:.4f} meV")


def omitted_effects(molecule, mean_field, first_bond=None):
    correlation = mp.MP2(mean_field, frozen=5).kernel()[0]
    larger = hartree_fock(silane(first_bond=first_bond, basis="def2-tzvp"))
    relativity = hartree_fock(molecule, relativistic=True)
    return np.array([correlation, larger.e_tot - mean_field.e_tot,
                     relativity.e_tot - mean_field.e_tot])


omitted = omitted_effects(mol, mf)
omitted_long = omitted_effects(long_mol, long_mf, STRETCHED)
for name, total, difference in zip(
        ("valence MP2 correlation", "def2-TZVP basis change",
         "spin-free X2C relativity"), omitted, omitted_long - omitted):
    print(f"{name}, total energy: {total*EV:.4f} eV")
    print(f"{name}, stretch energy: {difference*MEV:.3f} meV")

# Breathing mode: four hydrogens move radially and silicon stays at rest
displacement = 0.02
E_out = hartree_fock(silane(bond=BOND + displacement)).e_tot
E_in = hartree_fock(silane(bond=BOND - displacement)).e_tot
curvature = ((E_out - 2 * mf.e_tot + E_in)
             / (displacement / BOHR_ANGSTROM)**2)
assert curvature > 0
hydrogen_mass = (const.m_p + const.m_e) / const.m_e
zero_point = 0.5 * np.sqrt(curvature / (4 * hydrogen_mass))
print(f"Breathing-mode zero-point energy: {zero_point*MEV:.2f} meV")
temperature = 900.0
print(f"Thermal energy kT at {temperature:.0f} K: "
      f"{const.k*temperature/const.e*1000:.2f} meV")
print("all assertions hold")
```

Running it gives:

```
Si-H length: 0.148 nm; basis functions: 38
RHF/def2-SVP total energy: -291.15392472 hartree
Analytic exchange energy: -21.76887412 hartree
Analytic exchange energy, converted: -592.3612 eV
Potential integrals, largest value: 0.53247 1/bohr
Potential integrals, quadrature mismatch: 2.34e-06 1/bohr
Grid errors: radial x angular per atom; kept points; dE_x (meV);
  max |dK| (meV); electron-count error; overlap-fitted dE_x (meV)
  15 x  26;  1878; 735.3182; 904.8579; 1.93e-02; 577.4479
  20 x  50;  4834; 788.3576; 1527.7950; -1.29e-03; 11.6480
  25 x 110; 13268; 126.0124; 239.7873; -2.95e-04; 52.1730
  30 x 194; 27264; 1.0267; 1.4955; -1.49e-05; 0.6885
  30 x  50;  7062; -45.8033; 40.1659; 5.75e-03; 11.8282
  20 x 110; 10666; 838.6345; 1527.7962; -6.97e-03; 1.1319
Both electrons on 20 x 50 grid, dE_x: 42771.91 meV
Unique four-center integrals: 274911
Potential integrals on 20 x 50 grid: 3581994
Derivative mismatch, plain: 4.96e-14 hartree
Derivative mismatch, overlap-fitted: 9.21e-06 hartree
Self-consistent total-energy shift, 20 x 50: 788.06497 meV
Orbital relaxation, full matrix error: -0.292630 meV
Orbital relaxation, half matrix error: -0.072943 meV
Relaxation ratio, full/half: 4.0118
Rotation vector [0.3, 0.5, 0.2] rad, 20 x 50 dE_x: 840.7611 meV
Rotation vector [-0.4, 0.2, 0.7] rad, 20 x 50 dE_x: 859.3595 meV
Spread over three orientations: 71.0019 meV
One Si-H bond stretched to: 0.168 nm
RHF stretch energy: 0.29592 eV
Stretched geometry, 20 x 50 dE_x: 784.9952 meV
Grid error in stretch energy: -3.3624 meV
valence MP2 correlation, total energy: -3.1447 eV
valence MP2 correlation, stretch energy: -3.240 meV
def2-TZVP basis change, total energy: -2.8291 eV
def2-TZVP basis change, stretch energy: 12.990 meV
spin-free X2C relativity, total energy: -14.8193 eV
spin-free X2C relativity, stretch energy: 2.241 meV
Breathing-mode zero-point energy: 146.27 meV
Thermal energy kT at 900 K: 77.56 meV
all assertions hold
```
